# Stand-off of a screw dislocation above a stiffer substrate

A simulation of a strained film with a misfit dislocation needs a starting height for the line, and a film model thick enough to contain its resting place. Placing the line at the interface is reasonable when misfit presses it there against little resistance. If the substrate is stiffer than the film, the line is repelled and can rest many lattice spacings above the interface. This section derives that height for a screw dislocation, and the film thickness below which it does not exist.

## 1. Geometry and misfit load

The film occupies $0<y<h$ and has shear modulus $\mu_f$. The substrate occupies $y<0$, is very thick, and has modulus $\mu_s$. Both are isotropic and linearly elastic, the interface is perfectly bonded, and the surface $y=h$ is free of traction. A straight screw dislocation runs along $z$ at height $d$, with line direction $\boldsymbol\xi=\hat{\mathbf z}$ and Burgers vector $\mathbf b=b\hat{\mathbf z}$, $b>0$.

The Peach–Koehler force per length is $\mathbf F=(\boldsymbol\sigma\cdot\mathbf b)\times\boldsymbol\xi$. Here $\boldsymbol\sigma\cdot\mathbf b=b(\sigma_{xz},\sigma_{yz},\sigma_{zz})$, and the cross product with $\hat{\mathbf z}$ gives

$$F_x=b\sigma_{yz},\qquad F_y=-b\sigma_{xz}. \tag{1}$$

The component $\sigma_{zz}$ has dropped out. An equal biaxial misfit stress, $\sigma_{xx}=\sigma_{zz}$ with $\sigma_{xz}=0$, therefore exerts no force on this line, however large it is. The loading must contain an in-plane shear.

Such a shear arises when the principal elastic strains $e_1,e_2$ in the film plane differ. Let the first principal axis make an angle $\varphi$ with $z$. In $(x,z)$ components the axes are $(\sin\varphi,\cos\varphi)$ and $(-\cos\varphi,\sin\varphi)$, so

$$\varepsilon_{xz}=e_1\sin\varphi\cos\varphi-e_2\cos\varphi\sin\varphi=\tfrac12(e_1-e_2)\sin2\varphi .$$

The engineering shear is twice this. Its magnitude,

$$\gamma=|(e_1-e_2)\sin2\varphi|, \tag{2}$$

is largest at $\varphi=45^\circ$. Because the substrate is very thick, the film carries the misfit strain, and the stress is uniform there. We take the sign for which $\sigma_{xz}=+\mu_f\gamma$. Equation (1) then gives

$$F_y^{\rm misfit}=-\mu_f\gamma b, \tag{3}$$

a constant push towards the interface. A screw of opposite sign would be pushed to the surface instead.

## 2. Repulsion by the interface

The dislocation's own field is antiplane: the displacement is along $z$ and depends on $x$ and $y$. Equilibrium, $\partial_x\sigma_{xz}+\partial_y\sigma_{yz}=0$, holds identically if the stresses come from a function $\psi$:

$$\sigma_{xz}=\partial_y\psi,\qquad \sigma_{yz}=-\partial_x\psi. \tag{4}$$

The displacement grows by $b$ around a counterclockwise circuit enclosing the line. By Stokes' theorem, $\partial_x(\sigma_{yz}/\mu_f)-\partial_y(\sigma_{xz}/\mu_f)=b\,\delta$, where $\delta$ is the two-dimensional delta function at the line. With (4) this becomes

$$\nabla^2\psi=-\mu_f b\,\delta . \tag{5}$$

In an unbounded medium $\psi=-(\mu_f b/2\pi)\ln r$, since $\nabla^2\ln r=2\pi\delta$. On the vertical line through the dislocation, at a signed height $Y$ above it, (4) gives

$$\sigma_{xz}=-\frac{\mu_f b}{2\pi Y}. \tag{6}$$

With (1), a second screw of the same sign at $Y>0$ is pushed upward: like screws repel.

At the interface the traction $\sigma_{yz}$ is continuous, so $\psi$ is continuous up to a constant that can be removed. The displacement is also continuous, hence so is its $x$ derivative $\sigma_{xz}/\mu=(1/\mu)\partial_y\psi$.

Leave the free surface aside for the moment. Let $r_\pm$ be the distances from $(0,\pm d)$. We try an image of strength $qb$ below the interface for the film field, and a source of altered strength for the substrate field:

$$\psi_f=-\frac{\mu_fb}{2\pi}(\ln r_++q\ln r_-),\qquad \psi_s=-\frac{\mu_fb}{2\pi}T\ln r_+ .$$

On $y=0$ the two distances are equal, so continuity of $\psi$ requires $1+q=T$. There also $\partial_y\ln r_\pm=\mp d/(x^2+d^2)$, and the displacement condition reads

$$\frac{-1+q}{\mu_f}=-\frac{T}{\mu_s}
\;\Rightarrow\; \mu_s(1-q)=\mu_f(1+q).$$

Solving for $q$, and naming it $\kappa$,

$$\kappa=\frac{\mu_s-\mu_f}{\mu_s+\mu_f}. \tag{7}$$

For a stiffer substrate $0<\kappa<1$: the image has the same sign as the dislocation and repels it. It lies a distance $2d$ below, so (6) and (1) give

$$F_y^{\rm interface}=\frac{\mu_f b^2\kappa}{4\pi d}. \tag{8}$$

Setting the sum of (3) and (8) to zero yields the thick-film stand-off

$$\boxed{d_0=\frac{\kappa b}{4\pi\gamma}} \tag{9}$$

The film modulus multiplies both forces and survives through $\kappa$ alone. If the stress $\tau=\mu_f\gamma$ is held fixed instead of the strain, the same result reads $d_0=\kappa\mu_fb/(4\pi\tau)$.

The derivative of the net force with respect to height is $-\mu_fb^2\kappa/(4\pi d^2)<0$. A line displaced upward is pushed back down, and conversely, so the equilibrium is stable in height. There is no force along $x$: the misfit has $\sigma_{yz}=0$, and the image lies directly below the line. On a glide plane containing $z$ and inclined at $\alpha\neq0$ to the film, the driving force is $F_y\sin\alpha$. It vanishes at the same height.

As $\mu_s\to\infty$, $\kappa\to1$ and $d_0\to b/(4\pi\gamma)$. As $\mu_s\to\mu_f$, the stand-off shrinks to zero. Continuum elasticity needs $d_0\gg b$, that is $\gamma\ll\kappa/4\pi$; at larger misfit the core touches the interface and (9) no longer applies.

## 3. The free surface

At $y=h$ we need $\sigma_{yz}=-\partial_x\psi=0$, so $\psi$ is constant there and can be set to zero. A mirror image of strength factor $-1$ achieves this, because the two logarithms cancel on the mirror plane. With both boundaries present, each image must itself be reflected:

- in the interface, $y\to-y$ with factor $\kappa$;
- in the surface, $y\to2h-y$ with factor $-1$.

Two successive reflections shift a line by $\pm2h$ and multiply its strength by $-\kappa$. Starting from the dislocation, an even number of reflections gives lines at $d\pm2mh$, $m\ge1$, of equal strength $(-\kappa)^mb$. They are equally far above and below the dislocation, and their forces cancel. An odd number gives, for $m=0,1,2,\dots$,

$$\begin{aligned}
y&=-d-2mh, &\text{strength }&\kappa(-\kappa)^m b,\\
y&=2(m+1)h-d, &\text{strength }&-(-\kappa)^m b .
\end{aligned} \tag{10}$$

The first family lies $2(d+mh)$ below the dislocation, the second $2[(m+1)h-d]$ above it. A line of strength $sb$ at height $y_i$ exerts the force $\mu_fb^2s/[2\pi(d-y_i)]$. For the second family both $s$ and the denominator carry an extra minus sign, which cancel. With $x=d/h$ (from here on $x$ denotes this ratio),

$$F_y^{\rm image}=\frac{\mu_fb^2}{4\pi h}f(x),\qquad
f(x)=\sum_{m=0}^{\infty}(-\kappa)^m\left[\frac{\kappa}{x+m}+\frac1{m+1-x}\right]. \tag{11}$$

The term $\kappa/x$ is the interface repulsion (8), and $1/(1-x)$ is the attraction to the surface, which also points upward. Adding (3) and multiplying by $4\pi h/(\mu_fb^2)$ gives the equilibrium condition

$$f(x)=\frac{4\pi\gamma h}{b}. \tag{12}$$

### How many equilibria there are

Write $1/(x+m)=\int_0^\infty e^{-(x+m)s}ds$, and similarly for the second fraction. The sum over $m$ is then geometric, $\sum_m(-\kappa e^{-s})^m=1/(1+\kappa e^{-s})$, so

$$f(x)=\int_0^\infty\frac{\kappa e^{-xs}+e^{-(1-x)s}}{1+\kappa e^{-s}}\,ds. \tag{13}$$

Two derivatives with respect to $x$ multiply both exponentials by $s^2$. For $0<\kappa<1$ the integrand of $f''$ is positive, hence $f$ is convex. It tends to $+\infty$ at both ends of $0<x<1$ and has a single minimum $f_{\min}$. Equation (12) has two solutions if

$$h>h_{\min}=\frac{f_{\min}\,b}{4\pi\gamma}, \tag{14}$$

and none if $h<h_{\min}$. At the lower solution $f$ decreases with height, so the equilibrium is stable: this is the stand-off. At the upper one $f$ increases, and a small displacement grows. In a film thinner than $h_{\min}$ the image forces exceed the misfit load at every height, and the line is drawn out through the surface.

For a softer substrate, $-1<\kappa<0$, the first derivative is

$$f'(x)=\int_0^\infty s\,\frac{-\kappa e^{-xs}+e^{-(1-x)s}}{1+\kappa e^{-s}}\,ds>0 .$$

Now $f$ rises steadily from $-\infty$ to $+\infty$. One equilibrium remains, and it is unstable. The stiffer substrate is thus a condition for a stand-off inside the film. A line that can cross into a softer substrate is repelled there by the stiffer film and attracted by the surface, and it can rest below the interface; that case is not treated here.

### Thickness correction

For $x\ll1$ we separate the term $\kappa/x$ and set $x=0$ in the others:

$$f(x)=\frac{\kappa}{x}+\kappa\sum_{m=1}^\infty\frac{(-\kappa)^m}{m}+\sum_{m=0}^\infty\frac{(-\kappa)^m}{m+1}+O(x).$$

The series $\ln(1+\kappa)=-\sum_{m\ge1}(-\kappa)^m/m$ turns the first sum into $-\ln(1+\kappa)$ and the second into $\ln(1+\kappa)/\kappa$. Hence

$$f(x)=\frac\kappa x+c_0+O(x),\qquad c_0=\frac{1-\kappa^2}{\kappa}\ln(1+\kappa). \tag{15}$$

Inserting this in (12) and dividing by $h$ gives $\kappa/d+c_0/h\approx4\pi\gamma/b$, or

$$d\approx\frac{\kappa b}{4\pi\gamma-c_0b/h}. \tag{16}$$

The omitted term is smaller than $\kappa/x$ by a factor of order $x^2$, so the relative error of (16) is of order $(d/h)^2$, whereas that of (9) is of order $d/h$. Since $c_0>0$, the surface raises the line.

### Rigid substrate

In the limit $\kappa\to1$ the two families in (11) combine into the partial-fraction series of the cosecant, $f(x)=\pi/\sin\pi x$. Equation (12) can then be solved in closed form:

$$d=\frac h\pi\arcsin\frac{b}{4\gamma h},\qquad h>\frac b{4\gamma}. \tag{17}$$

The unstable height is $h-d$, by the symmetry of the sine. For large $h$ the arcsine approaches its argument and (9) with $\kappa=1$ returns. The first correction is absent, in agreement with $c_0=0$ at $\kappa=1$.

## 4. Is the dislocation favoured at all?

A stable height is a local minimum of energy. Whether it lies below the energy of the dislocation-free film is a separate question.

Let $A=\mu_fb^2/4\pi$ and let $r_0$ be the core cutoff. We first fix the energy of a line close to the surface, at depth $g=h-d\ll h$. Creating it by slip on a cut from the line to the surface costs half the product of $b$ and the final traction. The line itself and its surface image contribute tractions of the same sign:

$$\frac{E_{\rm self}}{A}=\int_{r_0}^{g}\frac{du}{u}+\int_0^{g}\frac{du}{2g-u}
=\ln\frac g{r_0}+\ln2=\ln\frac{2g}{r_0}.$$

The other images are far away and contribute nothing as $g/h\to0$. At any other height the energy follows from $dE_{\rm self}/dd=-(A/h)f$. Integrating from $x$ to the surface, with the singular part $1/(1-u)$ already accounted for,

$$\frac{E_{\rm self}}A=\ln\frac{2(h-d)}{r_0}+\int_x^1\left[f(u)-\frac1{1-u}\right]du .$$

Integration term by term gives

$$\begin{aligned}
\frac{E_{\rm self}}A={}&\ln\frac{2(h-d)}{r_0}
+\kappa\sum_{m=0}^\infty(-\kappa)^m\ln\frac{m+1}{m+x}\\
&+\sum_{m=1}^\infty(-\kappa)^m\ln\frac{m+1-x}{m}.
\end{aligned} \tag{18}$$

The misfit does work $\mu_f\gamma b(h-d)$ as the line moves from the surface to height $d$. The energy relative to the dislocation-free film is therefore

$$\frac EA=\frac{E_{\rm self}}A-\frac{4\pi\gamma(h-d)}b. \tag{19}$$

The thickness at which (19) vanishes at the stable height is the critical thickness. Unlike the stand-off, it depends on $r_0$, which stands in for the core energy.

## 5. Aluminium on non-basal sapphire

Take an aluminium film with $h=1000$ nm on a sapphire face that contains two axes of different thermal expansion. The material inputs are rough typical values: $\mu_f=26$ GPa, $\mu_s=150$ GPa, $b=0.286$ nm, and an expansion difference of $0.8\times10^{-6}$ per K. Cooling by 400 K, with the line at $45^\circ$ to these axes, gives

$$\gamma=0.8\times10^{-6}\times400=3.2\times10^{-4}.$$

The shear is assumed to build up elastically from a stress-free start. This is an idealisation: plastic flow in a real film can remove most of it, as Section 6 shows. It corresponds to $\tau=8.32$ MPa and a force $\tau b=2.38$ mN/m.

The modulus contrast is $\kappa=124/176=0.7045$, and (9) gives

$$d_0=\frac{0.7045\times0.286\ \text{nm}}{4\pi\times3.2\times10^{-4}}=50.1\ \text{nm}.$$

With $c_0=0.381$, (16) raises this to 51.5 nm. The full condition (12), whose right side is 14.06, gives 51.8 nm, or 181 Burgers vectors. Relative to that value, the thick-film formula is 3% low and the corrected one 0.5% low.

The image sum was tested against a separate solution, in which the conditions at the surface and interface were solved numerically for each Fourier component of $\psi$. That solution also gives 51.76 nm. It was repeated for films of 4000 and 8000 nm at fixed $\gamma$. On doubling the thickness, the relative error of (9) fell by a factor within 0.15 of 2, and that of (16) by a factor within 0.3 of 4, as their orders in $d/h$ require.

The minimum of $f$ is 2.813, so (14) gives $h_{\min}=2.813\times1000/14.06=200$ nm. With $r_0=b/2$, the critical thickness is about 810 nm; doubling $r_0$ lowers it to about 750 nm and halving it raises it to about 870 nm, and the energies quoted below shift by $A\ln2\approx0.7$ eV/nm. Between these thicknesses the stand-off is a local minimum of higher energy than the film without the dislocation. At 1000 nm the energy is $-2.5$ eV per nm of line, so the dislocation is favoured.

The unstable height lies 71.6 nm below the surface. Keeping just the surface image, $E/A\approx\ln(2g/r_0)-4\pi\gamma g/b$, which is largest at $g=b/(4\pi\gamma)=71.1$ nm. Its value there is $\ln(2\times71.1/0.143)-1=5.9$. With $A=1.056$ eV/nm this is 6.2 eV/nm, matching the full result of 6.24 eV/nm. Even one nanometre of straight line would thus face a barrier far above the thermal energy at room temperature, about 0.026 eV. Entry as a straight line from the surface is not a thermal process here; the nucleation of a small curved loop is a different problem, not treated in this model.

## 6. How far a real film departs from the model

The elastic shear is the weakest assumption of the example. Aluminium contracts more than sapphire along both axes, by roughly $16\times10^{-6}$ per K, and the resulting nearly equal biaxial stress $\sigma$ is limited by plastic flow. Take it as roughly 200 MPa. The same flow relaxes the shear. In an isotropic film that flows steadily, the plastic strain rates are proportional to the deviatoric stresses, which are $\sigma/3$ along each in-plane axis and $\tau$ in shear. The tensor strains imposed per kelvin are $16\times10^{-6}$ and half of $0.8\times10^{-6}$, so

$$\tau\approx\frac{200\ \text{MPa}}{3}\times\frac{0.4}{16}=1.7\ \text{MPa},$$

a fifth of the elastic value. At 1000 nm, condition (12) has no solution once the shear stress falls below $8.32\times2.813/14.06=1.66$ MPa. In a film that has yielded, the stand-off may therefore be hundreds of nanometres or absent.

The screw character matters as well. If the line is turned in the film plane by an angle $\theta$ from $\mathbf b$, then $\boldsymbol\xi=(\sin\theta,0,\cos\theta)$ and $\boldsymbol\sigma\cdot\mathbf b=(0,0,\sigma b)$, so $F_y=\sigma b\sin\theta$. For one degree this is equivalent to $200\sin1^\circ=3.5$ MPa, against the 8.3 MPa of the elastic shear. But the line and $\mathbf b$ now both lie in the film plane, which is therefore the glide plane, and $F_y$ is a climb force. It can move the line only if atoms are added or removed by diffusion. If climb is possible, adding this load to the elastic shear would shift the stand-off to 36 or 92 nm, depending on the sign; glide alone cannot take the turned line there. That pairing combines the biaxial stress of a yielded film with the shear of an unyielded one, and it understates the effect. In the yielded film the 3.5 MPa exceeds the remaining 1.7 MPa. In a fully elastic film the biaxial stress is about 690 MPa (Poisson ratio 0.35), which for one degree is equivalent to 12 MPa against 8.3 MPa. In either state, one degree of the unfavourable sign reverses the load and removes the stand-off if climb is possible. This estimate changes the load and leaves the image force that of a pure screw.

The other estimates start from the elastic shear of 8.3 MPa and vary one quantity at a time:

- **Lattice friction.** A rough resistance of 1 MPa on a vertical glide plane lets the line stop anywhere between 46 and 59 nm. On an inclined plane the driving force is reduced by $\sin\alpha$ and the band is wider.
- **Elastic anisotropy.** Its effect on $\kappa$ is imitated by changing $\mu_s/\mu_f$ by $-20\%$ or $+20\%$ at fixed $\gamma$. The stand-off becomes 47.5 or 54.7 nm. This leaves out the change of load with film orientation: in an (001) film with the line along $\langle110\rangle$ the in-plane shear modulus is $(C_{11}-C_{12})/2\approx23$ GPa, and the stand-off at fixed $\gamma$ is roughly 12% larger.
- **Neighbours.** A row of equal dislocations 10 µm apart at the same height cancels 0.16% of the load. Closer rows need their own calculation.
- **Thermal motion.** A rigid segment as long as $d$, held by the slope of the image force, has an rms displacement of 1.3 nm at 300 K.

A stand-off of about 50 nm is thus a sound starting height for the elastic film of Section 5 and a pure screw that can glide out of the film plane. It is not a prediction for an aluminium film that has yielded. There the remaining shear stress $\tau$ must be found first and entered in (12) through $\gamma=\tau/\mu_f$. As $\tau$ falls, the height at first rises slightly faster than $1/\tau$, then steeply just before the equilibrium disappears. Close to that point a small error in $\tau$ changes the height greatly. For a line that is not a pure screw, the calculation must also include the edge component and the biaxial stress, and must ask whether climb is possible.

## Table of computed values

```
film shear modulus (rough input): 26 GPa
substrate shear modulus (rough input): 150 GPa
Burgers vector (rough input): 0.286 nm
film thickness (input): 1000 nm
expansion difference (rough input): 8.0e-07 1/K
cooling (input): 400 K
core cutoff r0 = b/2 (input): 0.143 nm
shear misfit gamma: 3.20e-04 (dimensionless)
misfit shear stress: 8.32 MPa
misfit force per length: 0.002 mN/m
modulus contrast kappa: 0.7045 (dimensionless)
energy scale A: 1.056 eV/nm
dimensionless load 4 pi gamma h/b: 14.060
thick-film stand-off d0: 50.11 nm
thickness coefficient c0: 0.3812 (dimensionless)
stand-off with thickness correction: 51.51 nm
stand-off from full image sum: 51.76 nm
stand-off from solved boundary conditions: 51.76 nm
stand-off in Burgers vectors: 181
unstable height above interface: 928.4 nm
unstable depth below surface: 71.6 nm
minimum of f: 2.8129 at d/h = 0.4581
smallest thickness with an equilibrium: 200.1 nm
critical thickness by energy: 809 nm
total energy at stand-off: -2.45 eV/nm
entry barrier from surface: 6.24 eV/nm
equal biaxial stress (rough input): 200 MPa
its load on a line misaligned by 1 degree: 3.49 MPa
stand-off range from that load: 36.1 to 92.0 nm
lattice friction (rough input): 1.0 MPa
stand-off range from friction: 46.0 to 59.2 nm
stand-off for modulus ratio -20% and +20%: 47.5 and 54.7 nm
neighbour spacing (input): 10000 nm
load cancelled by row of neighbours: 0.16 %
temperature (input): 300 K
rms thermal motion, segment of length d: 1.34 nm
```
